# Clebsch-Gordan Coefficients from a Tridiagonal Matrix, with Signs and Error Bounds: verification in Python

```python
"""Clebsch-Gordan coefficients at fixed M from the tridiagonal matrix of J^2.

Claim under test: in the product basis |m1, M-m1>, ordered by falling m1, the
matrix T = J^2/hbar^2 is tridiagonal with eigenvalues J(J+1). Its unit
eigenvectors, with positive component at the largest m1, are the
Condon-Shortley coefficients <j1 m1; j2 m2 | J M>. A computed unit vector v
with residual r = (T - J(J+1)) v has angle theta to the exact vector with
sin(theta) <= |r| / gap.

Symbols: a = 2*j1, b = 2*j2, tJ = 2*J, tM = 2*M are integers;
k = j1 - m1 labels product states; u is the unit roundoff.
"""
from fractions import Fraction
from math import comb, prod
import numpy as np
from mpmath import mp
from scipy.constants import hbar
from scipy.linalg import eigh_tridiagonal

mp.dps = 50
u = 2.0 ** -53


def block(a, b, tM):
    """m1 values, diagonal and squared off-diagonal of J^2/hbar^2."""
    q = (a + b - tM) // 2
    k = np.arange(max(0, q - b), min(a, q) + 1)
    j1, j2 = a / 2, b / 2
    m1 = j1 - k
    m2 = tM / 2 - m1
    diag = j1 * (j1 + 1) + j2 * (j2 + 1) + 2 * m1 * m2
    off2 = (j1 + m1) * (j1 - m1 + 1) * (j2 - m2) * (j2 + m2 + 1)
    return m1, diag, off2[:-1]


def allowed_tJ(a, b, tM):
    return list(range(max(abs(a - b), abs(tM)), a + b + 1, 2))


def anchor(diag, off, lam):
    """Carry the positive end sign inward while the diagonal dominates."""
    k, sign = 0, 1.0
    while k < len(diag) - 1:
        before = off[k - 1] if k > 0 else 0.0
        if abs(lam - diag[k]) < off[k] + before:
            break
        sign *= np.sign(lam - diag[k])
        k += 1
    return k, sign


def solve(a, b, tM):
    """Computed eigenvalues, sign-fixed eigenvectors and anchors."""
    _, diag, off2 = block(a, b, tM)
    off = np.sqrt(off2)
    if len(diag) == 1:
        values, vectors = diag.copy(), np.ones((1, 1))
    else:
        values, vectors = eigh_tridiagonal(diag, off, lapack_driver='stev')
    anchors = []
    for i, tJ in enumerate(allowed_tJ(a, b, tM)):
        p, sign = anchor(diag, off, tJ * (tJ + 2) / 4)
        if vectors[p, i] * sign < 0:
            vectors[:, i] *= -1
        anchors.append((p, sign))
    return values, vectors, anchors


def exact_signed_squares(a, b, tJ, tM):
    """Exact sign*square of each coefficient, by lowering the top state.

    Uses unnormalised states e_k = (J-)^k |j j> / k!, with squared norm
    comb(2j, k), so that all ladder steps are integer operations.
    """
    q = (a + b - tJ) // 2
    x = [prod(a - i + 1 for i in range(1, q + 1))]
    for k in range(1, q + 1):
        x.append((-x[-1] * (b - q + k)) // (a - k + 1))
    target = (a + b - tM) // 2
    while q < target:
        new = []
        for k in range(q + 2):
            value = 0
            if k <= a and q + 1 - k <= b:
                if k > 0:
                    value += k * x[k - 1]
                if k <= q:
                    value += (q + 1 - k) * x[k]
            new.append(value)
        x = new
        q += 1
    window = range(max(0, q - b), min(a, q) + 1)
    terms = [x[k] * abs(x[k]) * comb(a, k) * comb(b, q - k) for k in window]
    total = sum(abs(t) for t in terms)
    return [Fraction(t, total) for t in terms]


def to_mp(f):
    root = mp.sqrt(mp.mpf(abs(f.numerator)) / f.denominator)
    return root if f >= 0 else -root


def norm(vector):
    return mp.sqrt(mp.fsum(x * x for x in vector))


def spin_matrices(two_j):
    m = two_j / 2 - np.arange(two_j + 1)
    j = two_j / 2
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return (plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)


# The tridiagonal blocks against J^2 from Cartesian spin matrices.
for a, b in ((4, 3), (3, 5), (2, 2)):
    s1, s2 = spin_matrices(a), spin_matrices(b)
    for s in (s1, s2):
        assert np.allclose(s[0] @ s[1] - s[1] @ s[0], 1j * s[2])
    full = 0
    for c1, c2 in zip(s1, s2):
        total = np.kron(c1, np.eye(b + 1)) + np.kron(np.eye(a + 1), c2)
        full = full + total @ total
    rebuilt = np.zeros(full.shape)
    for tM in range(-a - b, a + b + 1, 2):
        m1, diag, off2 = block(a, b, tM)
        k1 = np.rint(a / 2 - m1).astype(int)
        index = k1 * (b + 1) + (a + b - tM) // 2 - k1
        T = np.diag(diag)
        if len(diag) > 1:
            T = T + np.diag(np.sqrt(off2), 1) + np.diag(np.sqrt(off2), -1)
        rebuilt[np.ix_(index, index)] = T
    assert np.allclose(full, rebuilt, atol=1e-12)

# All coefficients for j1, j2 up to 4 against exact integer ladder algebra.
sweep_count, sweep_error = 0, 0.0
for a in range(1, 9):
    for b in range(1, 9):
        for tM in range(-a - b, a + b + 1, 2):
            values, vectors, anchors = solve(a, b, tM)
            tJs = allowed_tJ(a, b, tM)
            assert len(tJs) == len(values)
            expected = [t * (t + 2) / 4 for t in tJs]
            assert np.allclose(values, expected, atol=1e-11)
            for i, tJ in enumerate(tJs):
                squares = exact_signed_squares(a, b, tJ, tM)
                exact = np.array([float(to_mp(f)) for f in squares])
                assert squares[0] > 0
                p, sign = anchors[i]
                assert exact[p] * sign > 0
                assert np.all(np.diff(np.abs(exact[:p + 1])) > -1e-12)
                error = np.max(np.abs(vectors[:, i] - exact))
                sweep_error = max(sweep_error, error)
                sweep_count += len(exact)
assert sweep_error < 1e-13

# Rounded plane rotations: backward error in single precision.
rng = np.random.default_rng(1)
_, diag, off2 = block(20, 20, 0)
T = np.diag(diag) + np.diag(np.sqrt(off2), 1) + np.diag(np.sqrt(off2), -1)
A = T.astype(np.float32)
start = A.astype(float)
Q = np.eye(len(diag))
rotations = 2000
for _ in range(rotations):
    i, j = rng.choice(len(diag), 2, replace=False)
    angle = rng.uniform(0, 2 * np.pi)
    c, s = np.float32(np.cos(angle)), np.float32(np.sin(angle))
    row_i, row_j = c * A[i] + s * A[j], c * A[j] - s * A[i]
    A[i], A[j] = row_i, row_j
    col_i, col_j = c * A[:, i] + s * A[:, j], c * A[:, j] - s * A[:, i]
    A[:, i], A[:, j] = col_i, col_j
    length = np.hypot(float(c), float(s))
    cd, sd = float(c) / length, float(s) / length
    q_i, q_j = cd * Q[i] + sd * Q[j], cd * Q[j] - sd * Q[i]
    Q[i], Q[j] = q_i, q_j
backward = np.linalg.norm(Q.T @ A.astype(float) @ Q - start)
rotation_ratio = backward / (2.0 ** -24 * np.linalg.norm(start))
assert rotation_ratio <= 8 * rotations

# Smallest symmetric change that makes a given unit vector an eigenvector.
v = rng.normal(size=len(diag))
v /= np.linalg.norm(v)
lam = 5 * 6
r = T @ v - lam * v
alpha = v @ r
w = r - alpha * v
beta = np.linalg.norm(w)
w /= beta
E = (-alpha * np.outer(v, v) + alpha * np.outer(w, w)
     - beta * (np.outer(v, w) + np.outer(w, v)))
assert np.allclose((T + E) @ v, lam * v, atol=1e-10)
assert np.isclose(np.linalg.norm(E, 2), np.linalg.norm(r), rtol=1e-10)


def certify(a, b, tM):
    """Compare errors with residual bounds, using 50-digit arithmetic."""
    _, vectors, anchors = solve(a, b, tM)
    _, diag, off2 = block(a, b, tM)
    d = [mp.mpf(x) for x in diag.tolist()]
    o = [mp.sqrt(mp.mpf(x)) for x in off2.tolist()]
    n = len(d)
    tJs = allowed_tJ(a, b, tM)
    lams = [t * (t + 2) / 4 for t in tJs]
    rows, ends = [], []
    for i, tJ in enumerate(tJs):
        v = [mp.mpf(x) for x in vectors[:, i].tolist()]
        size = norm(v)
        v = [x / size for x in v]
        res = []
        for k in range(n):
            value = (d[k] - lams[i]) * v[k]
            if k > 0:
                value += o[k - 1] * v[k - 1]
            if k < n - 1:
                value += o[k] * v[k + 1]
            res.append(value)
        gap = tJ if i > 0 else tJ + 2
        others = [abs(x - lams[i]) for x in lams if x != lams[i]]
        assert gap == min(others)
        squares = exact_signed_squares(a, b, tJ, tM)
        exact = [to_mp(f) for f in squares]
        overlap = mp.fsum(x * y for x, y in zip(v, exact))
        assert overlap > 0
        sine = norm([x - overlap * y for x, y in zip(v, exact)])
        bound = norm(res) / gap
        assert sine <= bound * (1 + mp.mpf('1e-12'))
        p, sign = anchors[i]
        assert exact[p] * sign > 0
        assert abs(v[p]) > mp.sqrt(2) * bound
        rows.append([float(norm(res) / lams[-1]), float(sine),
                     float(bound), float(abs(v[p]))])
        ends.append(float(exact[0]))
    rows = np.array(rows)
    assert rows[:, 0].max() < 10 * n * u
    wrong = int(np.sum(vectors[0] <= 0))
    return n, rows, ends, wrong, tJs


# Worked example.
a, b, tM = 4, 3, -1
m1, diag, off2 = block(a, b, tM)
values, vectors, anchors = solve(a, b, tM)
print(f"Example: j1={a/2}, j2={b/2}, M={tM/2} (dimensionless)")
print("m1 of states:", m1)
print("m2 of states:", tM / 2 - m1)
print("diagonal of J^2 (hbar^2):", diag)
print("squared off-diagonal (hbar^4):", off2)
print("off-diagonal (hbar^2):", np.round(np.sqrt(off2), 6))
print("computed eigenvalues (hbar^2):", np.round(values, 10))
for i, tJ in enumerate(allowed_tJ(a, b, tM)):
    squares = exact_signed_squares(a, b, tJ, tM)
    p, sign = anchors[i]
    print(f"J={tJ}/2 coefficients:", np.round(vectors[:, i], 6))
    print("  exact sign*square:", ", ".join(str(f) for f in squares))
    print(f"  anchor at m1={m1[p]:.0f}, sign there {sign:+.0f}")
print(f"hbar^2 = {hbar**2:.6e} J^2 s^2")
print(f"largest J^2 = {values[-1]*hbar**2:.6e} J^2 s^2")
print(f"Sweep j1,j2<=4: {sweep_count} coefficients compared")
print(f"  largest absolute error = {sweep_error:.1e}")
print(f"Single-precision rotations: N = {rotations}")
print(f"  |E|_F/(u|T|_F) = {rotation_ratio:.1f}, bound {8*rotations}")
print(f"double-precision unit roundoff u = {u:.3e}")

# Larger blocks, where end components may lie far below rounding.
for a, b, tM in ((10, 10, 0), (80, 51, -21), (100, 100, 0)):
    n, rows, ends, wrong, tJs = certify(a, b, tM)
    worst = int(np.argmax(rows[:, 1]))
    print(f"Block j1={a/2}, j2={b/2}, M={tM/2}, size {n}")
    print(f"  largest |r|/|T| = {rows[:, 0].max():.2e}")
    print(f"  largest sin(theta) = {rows[worst, 1]:.2e}"
          f" at J={tJs[worst]/2}")
    print(f"  residual bound at that J = {rows[worst, 2]:.2e}")
    print(f"  largest residual bound = {rows[:, 2].max():.2e}")
    print(f"  smallest anchor component = {rows[:, 3].min():.4f}")
    print(f"  smallest exact end component = {min(ends):.3e}")
    print(f"  wrong or zero computed end signs = {wrong} of {n}")

# The end component of the stretched state has a closed binomial form.
assert np.isclose(ends[-1], comb(200, 100) ** -0.5, rtol=1e-12, atol=0)
assert ends[-1] < u
print(f"End component at J=100, M=0: {ends[-1]:.3e}")
print("success")
```

Printed output:

```
Example: j1=2.0, j2=1.5, M=-0.5 (dimensionless)
m1 of states: [ 1.  0. -1. -2.]
m2 of states: [-1.5 -0.5  0.5  1.5]
diagonal of J^2 (hbar^2): [6.75 9.75 8.75 3.75]
squared off-diagonal (hbar^4): [18. 24. 12.]
off-diagonal (hbar^2): [4.242641 4.898979 3.464102]
computed eigenvalues (hbar^2): [ 0.75  3.75  8.75 15.75]
J=1/2 coefficients: [ 0.316228 -0.447214  0.547723 -0.632456]
  exact sign*square: 1/10, -1/5, 3/10, -2/5
  anchor at m1=0, sign there -1
J=3/2 coefficients: [ 0.632456 -0.447214 -0.        0.632456]
  exact sign*square: 2/5, -1/5, 0, 2/5
  anchor at m1=1, sign there +1
J=5/2 coefficients: [ 0.621059  0.29277  -0.597614 -0.414039]
  exact sign*square: 27/70, 3/35, -5/14, -6/35
  anchor at m1=1, sign there +1
J=7/2 coefficients: [0.338062 0.717137 0.58554  0.169031]
  exact sign*square: 4/35, 18/35, 12/35, 1/35
  anchor at m1=0, sign there +1
hbar^2 = 1.112122e-68 J^2 s^2
largest J^2 = 1.751592e-67 J^2 s^2
Sweep j1,j2<=4: 7720 coefficients compared
  largest absolute error = 1.6e-15
Single-precision rotations: N = 2000
  |E|_F/(u|T|_F) = 13.2, bound 16000
double-precision unit roundoff u = 1.110e-16
Block j1=5.0, j2=5.0, M=0.0, size 11
  largest |r|/|T| = 3.92e-16
  largest sin(theta) = 3.42e-15 at J=0.0
  residual bound at that J = 1.31e-14
  largest residual bound = 1.31e-14
  smallest anchor component = 0.3015
  smallest exact end component = 2.326e-03
  wrong or zero computed end signs = 0 of 11
Block j1=40.0, j2=25.5, M=-10.5, size 52
  largest |r|/|T| = 7.39e-16
  largest sin(theta) = 2.17e-14 at J=37.5
  residual bound at that J = 3.11e-14
  largest residual bound = 3.35e-14
  smallest anchor component = 0.1467
  smallest exact end component = 3.205e-09
  wrong or zero computed end signs = 0 of 52
Block j1=50.0, j2=50.0, M=0.0, size 101
  largest |r|/|T| = 1.52e-15
  largest sin(theta) = 1.90e-12 at J=1.0
  residual bound at that J = 2.60e-12
  largest residual bound = 3.03e-12
  smallest anchor component = 0.0995
  smallest exact end component = 3.323e-30
  wrong or zero computed end signs = 0 of 101
End component at J=100, M=0: 3.323e-30
success
```
